# Finding the Eigenvalues That Limit Plain Density Mixing in Self-Consistent Calculations, part 1

(Sections cited here and not found follow in the second part.)

A self-consistent-field calculation with plain mixing, $n\leftarrow n+\alpha\,(F(n)-n)$, needs a mixing parameter $\alpha$, and on a large cell it may need a long-wavelength preconditioner. Close to self-consistency, the admissible $\alpha$ and the convergence rate are fixed by two numbers, the largest and smallest eigenvalues of $\mathcal E=1-\chi_0K$. Here $\chi_0$ is the independent-particle density response and $K$ is the derivative of the potential with respect to the density. The two numbers can be found without storing $\chi_0$ and without computing the high-lying states that appear in its sum-over-states formula. They are properties of the self-consistent density $n^*$, which must therefore be known first; in the periodic example below it is obtained by mixing only the cell-periodic part of the residual, which avoids the long waves.

## Why these two eigenvalues

The SCF map $F$ takes a density, builds the potential $v[n]$, solves for the orbitals and returns their density at fixed electron number. Let $n^*=F(n^*)$ and $n=n^*+\eta$. A small $\eta$ changes the potential by $\delta V=K\eta$, and $\delta V$ changes the output density by $\chi_0\,\delta V$, so $F(n^*+\eta)=n^*+\chi_0K\eta+O(\eta^2)$. One mixing step then gives

$$\eta\;\to\;\eta+\alpha(\chi_0K\eta-\eta)=(1-\alpha\mathcal E)\,\eta .$$

An eigenvector of $\mathcal E$ with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ at each step. The eigenvalues are real (shown below). For $\alpha>0$, the condition $|1-\alpha\lambda|<1$ means $0<\lambda<2/\alpha$. Local convergence therefore requires $\lambda_{\min}>0$ and $\alpha<\alpha_c=2/\lambda_{\max}$. The slowest factor is the larger of $1-\alpha\lambda_{\min}$, which falls with $\alpha$, and $\alpha\lambda_{\max}-1$, which rises. The best $\alpha$ makes them equal:

$$\alpha^*=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad \rho=1-\alpha^*\lambda_{\min}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1},$$

with $\kappa=\lambda_{\max}/\lambda_{\min}$. Potential mixing is governed by the transpose $1-K\chi_0$, which has the same eigenvalues.

## Three sites by hand

Take three sites whose self-consistent Hamiltonian has hopping $-t$ between neighbours and zero diagonal. One orbital holds $g=2$ electrons. It is $c_1=(1,\sqrt2,1)/2$ with $\varepsilon_1=-\sqrt2\,t$, as substitution confirms, and the site occupation is $n=g\,c_1^2$ (products of vectors are taken site by site).

Add $\delta V=(v_1,v_2,v_3)$. The first-order part of $(H+\delta V)(c_1+\delta c)=(\varepsilon_1+\delta\varepsilon)(c_1+\delta c)$ is

$$(H-\varepsilon_1)\,\delta c=-(\delta V-\delta\varepsilon)\,c_1 .$$

The scalar product with $c_1$ kills the left side, so $\delta\varepsilon=c_1\cdot\delta V c_1=(v_1+2v_2+v_3)/4$. The matrix $H-\varepsilon_1$ is singular along $c_1$; normalisation fixes that freedom through $c_1\cdot\delta c=0$. This is the Sternheimer equation, and it contains only $H$ and the occupied orbital. With $\delta c=(x,y,z)$, rows 1 and 3 and the constraint read

$$t(\sqrt2x-y)=-\tfrac12(v_1-\delta\varepsilon),\qquad t(\sqrt2z-y)=-\tfrac12(v_3-\delta\varepsilon),\qquad x+\sqrt2y+z=0 .$$

Row 2 is a combination of rows 1 and 3 and adds nothing. Define $o=v_1-v_3$ and $s=v_1-2v_2+v_3$. Subtracting the two rows gives $x-z=-o/(2\sqrt2t)$. Adding them, with $x+z=-\sqrt2y$ on the left and $v_1+v_3-2\delta\varepsilon=s/2$ on the right, gives $-4ty=-s/4$, so $y=s/16t$ and $x+z=-\sqrt2s/16t$. Half the sum and half the difference give $x=-\sqrt2(s+4o)/32t$ and $z=-\sqrt2(s-4o)/32t$. The density change is $\delta n=2g\,c_1\delta c=g(x,\sqrt2y,z)$:

$$\delta n=-\gamma\,\big[\,4o\,(1,0,-1)+s\,(1,-2,1)\,\big],\qquad \gamma=\frac{\sqrt2\,g}{32\,t}.$$

The empty orbitals $c_2=(1,0,-1)/\sqrt2$ at $\varepsilon_2=0$ and $c_3=(1,-\sqrt2,1)/2$ at $\varepsilon_3=\sqrt2t$ give a check. The sum over states is $\delta n=2g\sum_a c_1c_a\,(c_a\cdot\delta Vc_1)/(\varepsilon_1-\varepsilon_a)$. With $c_1c_2=(1,0,-1)/2\sqrt2$, the first term has coefficient $-2g\,o/(8\sqrt2t)=-4\gamma o$. With $c_1c_3=(1,-2,1)/4$, the second has $-2g\,s/(16\cdot2\sqrt2t)=-\gamma s$. The two routes agree.

The response sums to zero and vanishes for constant $\delta V$. In the orthonormal basis $u=(1,0,-1)/\sqrt2$, $w=(1,-2,1)/\sqrt6$ of neutral vectors, $o=\sqrt2\,u\cdot\delta V$ and $s=\sqrt6\,w\cdot\delta V$, so $\chi_0=-\gamma\,\mathrm{diag}(8,6)$. Choose the toy kernel $K=\mathrm{diag}(U,0,-U)$ on the sites. It is symmetric and has a repulsive and an attractive part. It is not a Hartree plus exchange kernel of this chain: such a kernel would respect the mirror symmetry $1\leftrightarrow3$ and could not couple the odd vector $u$ to the even vector $w$. The toy kernel is chosen to provide that coupling. Then $K_{uu}=K_{ww}=0$ and $K_{uw}=2U/\sqrt{12}=U/\sqrt3$. With $\beta=\gamma U/\sqrt3$,

$$\mathcal E=\begin{pmatrix}1&8\beta\\6\beta&1\end{pmatrix},\qquad \lambda=1\pm\sqrt{48}\,\beta=1\pm4\gamma U .$$

The matrix is not symmetric, although $\chi_0$ and $K$ are. Its eigenvalues are real, one lies below 1, and mixing fails for every $\alpha>0$ once $4\gamma U\ge1$.

Now find the eigenvalues using only products $\mathcal Ev$. Start from $v_1=(1,1)/\sqrt2$. Then $\mathcal Ev_1=(1+8\beta,\,1+6\beta)/\sqrt2$. Its component along $v_1$ is $h_{11}=1+7\beta$. The remainder $\mathcal Ev_1-h_{11}v_1=\beta(1,-1)/\sqrt2$ has length $h_{21}=\beta$ and direction $v_2=(1,-1)/\sqrt2$. Next, $\mathcal Ev_2=(1-8\beta,\,6\beta-1)/\sqrt2$, so $h_{12}=v_1\cdot\mathcal Ev_2=-\beta$, $h_{22}=1-7\beta$, and nothing remains. The matrix $h$ has trace $2$ and determinant $1-49\beta^2+\beta^2$, so its eigenvalues are $1\pm\sqrt{48}\,\beta$, the exact ones. These were two Arnoldi steps. The one-step estimate $1+7\beta$ exceeds $\lambda_{\max}$, since $49>48$. For a symmetric matrix this is impossible. For $\mathcal E$, the estimates are not bounds.

## The model solid

Units are Gaussian, with $\hbar$, $m$, $e$ kept. A ring of $N$ cells has length $L=Na$. Spin-paired electrons ($g=2$) are uniform over a cross-section $S$, so a line density $n(x)$ is a volume density $n/S$, neutralised by a uniform background $\bar n/S$:

$$H[n]=-\frac{\hbar^2}{2m}\partial_x^2-V_0\cos\frac{2\pi x}{a}+v_H+v_x .$$

Poisson's equation $\phi''=-4\pi\varrho$ with charge density $\varrho=-e(n-\bar n)/S$ and $v_H=-e\phi$ gives $v_H''=-4\pi e^2(n-\bar n)/S$. In Fourier components, $v_H(G)=4\pi e^2n(G)/(SG^2)$ for $G\ne0$, and the $G=0$ component is set to zero. Exchange is modelled by the Dirac form $v_x=-e^2(3n/\pi S)^{1/3}$, whose derivative is $f_x=v_x/3n<0$. The kernel is $K=K_H+f_x$: a symmetric, positive semidefinite convolution plus a negative diagonal.

The ring is sampled at $M$ points of spacing $h$, with the kinetic operator $T$ diagonal in Fourier space. Orbitals are real orthonormal vectors $c_n$, with $\psi_n(x_j)=c_n(j)/\sqrt h$, and $F(n)=(g/h)\sum_nf_nc_n^2$. The insulator has $f_n=1$ or $0$. The metal has $f_n=f(\varepsilon_n)=[1+e^{(\varepsilon_n-\mu)/kT}]^{-1}$, with $\mu$ fixed by the electron number. As matrices on grid values, $\chi_0$ has units of 1/(energy × length) and $K$ of energy × length.

## The response operator

Let $V_{mn}=c_m\cdot\delta Vc_n$. First-order theory gives $\delta c_n=\sum_{m\ne n}c_mV_{mn}/(\varepsilon_n-\varepsilon_m)$ and $\delta f_n=f'_n(V_{nn}-\delta\mu)$, so $\delta n=(g/h)\sum_n[2f_nc_n\delta c_n+\delta f_nc_n^2]$. In the double sum, write one copy as it is and exchange $n\leftrightarrow m$ in the other. The product $c_nc_mV_{mn}$ is symmetric and the denominator changes sign, so $2f_n$ becomes $f_n-f_m$:

$$\delta n=\frac gh\Big[\sum_{n,m}w_{nm}\,c_nc_mV_{mn}-\delta\mu\sum_nf'_nc_n^2\Big],\qquad w_{nm}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m},\quad w_{nn}=f'_n .$$

Within a degenerate level, choose the basis that diagonalises $\delta V$; the level contributes $f'\sum_nc_n^2V_{nn}$, which equals $f'\sum_{nm}c_nc_mV_{mn}$ in any basis. So $w=f'$ for degenerate pairs. Number conservation, $\sum_n\delta f_n=0$, gives $\delta\mu=\sum_nf'_nV_{nn}/\sum_nf'_n$. For the insulator, $f'$ and the $\delta\mu$ term are absent.

Three properties follow. First, the scalar product of $\delta n$ with a second potential $\delta W$ is $(g/h)[\sum w_{nm}W_{nm}V_{nm}-(\sum f'W_{nn})(\sum f'V_{nn})/\sum f']$, which is symmetric in $V$ and $W$, so $\chi_0$ is symmetric. Second, for $\delta V=1$, $V_{mn}=\delta_{mn}$ and $\delta\mu=1$, so $\delta n=0$: constants are annihilated and, by symmetry, every response is neutral. Third, with $p_n=-f'_n\ge0$,

$$\frac hg\,\delta V\cdot\chi_0\,\delta V=\sum_{n\ne m}w_{nm}V_{nm}^2-\Big[\sum p_nV_{nn}^2-\frac{(\sum p_nV_{nn})^2}{\sum p_n}\Big]\le0,$$

because $f$ decreases, so $w\le0$, and the bracket is non-negative by the Cauchy–Schwarz inequality.

## Removing the high states

Keep the lowest states, with projector $P=\sum_{\rm kept}c_nc_n^T$, and let $Q=1-P$. The pair sum splits into kept–kept, kept–dropped and dropped–dropped parts. A kept–dropped pair $(n,a)$ occurs twice. If $f_a$ is set to zero, these pairs give $2\sum_nf_nc_n\,\delta c_n^Q$ with $\delta c_n^Q=\sum_ac_aV_{an}/(\varepsilon_n-\varepsilon_a)$. Applying $H-\varepsilon_n$ multiplies each term by $\varepsilon_a-\varepsilon_n$ and leaves $-\sum_ac_a(c_a\cdot\delta Vc_n)=-Q\,\delta Vc_n$:

$$Q(H-\varepsilon_n)Q\,\delta c_n^Q=-Q\,\delta V c_n,\qquad P\,\delta c^Q_n=0 .$$

Only $H$ and the kept states appear. For $x=\sum_ax_ac_a$ one has $x\cdot(H-\varepsilon_n)x=\sum_a(\varepsilon_a-\varepsilon_n)x_a^2>0$, so the system is positive definite on the range of $Q$, provided the cut does not pass through a degenerate level.

For an insulator at $T=0$, keep exactly the occupied states. Then $f_a=0$ holds exactly, $w=0$ among kept states, and $\delta n=(2g/h)\sum_ic_i\,\delta c_i^Q$ is exact. Only in this case are no empty or partly filled states needed. The projector must remove all occupied states. Projecting out $c_n$ alone sufficed for three sites, where only the lowest state is occupied. For an occupied state above the lowest level it leaves an indefinite system, singular if the state is degenerate, to compute terms that cancel in the sum.

For a metal, keep all states with $f_n>\tau$ and use

$$\delta n=\frac gh\Big[2\sum_nf_nc_n\,\delta c_n^Q+\sum_{n,m\ \rm kept}w_{nm}c_nc_mV_{mn}-\delta\mu\sum_{\rm kept}f'_nc_n^2\Big].$$

Let $f_d\le\tau$ be the largest dropped occupation. The kept–dropped weights are in error by $f_a/(\varepsilon_a-\varepsilon_n)$. A dropped–dropped weight equals $f'$ at an intermediate energy, and $|f'|=f(1-f)/kT\le f_d/kT$ there; the same bound covers the dropped terms of $\delta\mu$. The error is thus of order $f_d$, unless the cut separates nearly degenerate states. At least one state beyond the cut must be computed to know where the cut lies.

The quotient $w_{nm}$ loses digits for close levels. With $x=(\varepsilon-\mu)/kT$, one has $f=\tfrac12[1-\tanh(x/2)]$ and $\tanh A-\tanh B=\sinh(A-B)/(\cosh A\cosh B)$. Setting $d=x_n-x_m$ and dividing $f_n-f_m$ by $d\,kT$,

$$w_{nm}=-\frac{1}{4kT}\,\frac{\sinh(d/2)}{d/2}\,\frac{1}{\cosh(x_n/2)\cosh(x_m/2)},$$

which has no cancellation and tends to $f'=-1/[4kT\cosh^2(x/2)]$ at $d=0$. It is meant for close levels: in double precision $\sinh(d/2)$ overflows for $|d|$ above about 1420 (levels some 35 eV apart at $kT=0.025$ eV), and for such well-separated levels the plain quotient should be used.

Each Sternheimer system is solved by conjugate gradients with $A=Q(H-\varepsilon_n)Q$ and preconditioner $\Pi=Q(T+c)^{-1}Q$. For $c>0$ this is positive on the range of $Q$, and it cancels the growth of $A$ at large $G$, where $T$ dominates. Start with $y=0$, $r=-Q\,\delta Vc_n$, $p=z=\Pi r$, and repeat

$$s=\frac{r\cdot z}{p\cdot Ap},\quad y\leftarrow y+sp,\quad r'=r-sAp,\quad z'=\Pi r',\quad p\leftarrow z'+\frac{r'\cdot z'}{r\cdot z}\,p .$$

The stopping threshold is set relative to the norm of the unprojected $\delta Vc_n$, taken over all kept states. A threshold relative to the projected right-hand side can fail when that side is pure rounding noise, as for constant $\delta V$: after a single projection the noise still has a part along the kept states, which the iteration cannot remove. The threshold is chosen tighter than the eigenvalue tolerance, because errors in $\chi_0\,\delta V$ enter the eigenvalue residual directly.

## The spectrum is real

Since $\chi_0Kv$ is neutral, $\mathcal E$ maps neutral vectors to neutral vectors, and these are the only admissible density errors. Assume $\chi_0$ is negative definite there (the numerical check confirms it), and let $B=(-\chi_0)^{1/2}$. Then $\mathcal E=1+B^2K$ and

$$B^{-1}\mathcal EB=1+BKB ,$$

which is symmetric. So $\mathcal E=X\Lambda X^{-1}$ with real $\Lambda$ and $X=BU$, $U$ orthogonal, and $\mathrm{cond}(X)=\mathrm{cond}(B)=\sqrt{\mathrm{cond}(\chi_0)}$. An eigenvalue below 1 exists exactly when $y\cdot Ky<0$ for some neutral $y$. At large $G$ the Hartree part dies off and $f_x<0$ remains, so $\lambda_{\min}<1$ on a fine enough grid. With Hartree alone, $\lambda_{\min}\ge1$.

The sign of $\lambda_{\min}$ has a physical meaning. The non-interacting free energy $T_s[n]$ obeys $\delta T_s/\delta n=-v_s+\text{const}$, so its second derivative on neutral vectors is $-\chi_0^{-1}=B^{-2}$. The total second derivative is $B^{-2}+K=B^{-1}(1+BKB)B^{-1}$, which is positive exactly when $\lambda_{\min}>0$. A negative $\lambda_{\min}$ means that the fixed point is not a minimum among neutral density variations, and no smaller $\alpha$ cures that.

Plain mixing near self-consistency is governed by the extreme eigenvalues of $\mathcal E=1-\chi_0K$, which are real when $\chi_0$ is negative definite on neutral vectors, and $\chi_0\,\delta V$ can be computed from $H$ and the kept low-lying states alone. It remains to extract the two eigenvalues by Arnoldi iteration, to find how $\lambda_{\max}$ depends on the cell length, and to test the method numerically on an insulator and a metal.
